# Signal and bias voltage in a magnetic tunnel junction sensor: a numerical check

```python
"""Bias that maximizes the signal of a magnetic tunnel junction sensor.
Result under test: if M = (R_AP - R_P)/R_AP falls linearly with bias V and
halves at Vh, with R_P constant, the signal V*M peaks at V = Vh, and
V = Vh/2 keeps 3/4 of the peak signal.
R_P, R_AP: parallel and antiparallel resistance at the same voltage.
M0: value of M at zero bias.  T = (R_AP - R_P)/R_P: the common ratio.
All device parameters are rough typical values for an MgO junction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

M0 = 0.5
Vh = 0.5                    # V
thickness = 1.5e-9          # m
RA = 1.0e4                  # ohm um^2
area = 100.0                # um^2
temperature = 300.0         # K
R_P = RA / area             # ohm
breakdown_field = 10.0      # MV/cm, rough
oxide_thickness = 100e-9    # m, layer below the device
oxide_conductivity = 1.4    # W/(m K), rough
hooge = 1.0e-9              # um^2, rough strength of 1/f noise
mass_ratio = 0.4            # tunnelling mass / electron mass, rough


def find_peak(function, low, high, points=101):
    """Scan the whole range, then refine around the highest point."""
    grid = np.linspace(low, high, points)
    values = np.array([function(x) for x in grid])
    best = int(np.argmax(values))
    left = grid[max(best - 1, 0)]
    right = grid[min(best + 1, points - 1)]
    found = minimize_scalar(lambda x: -function(x), bounds=(left, right),
                            method="bounded", options={"xatol": 1e-12})
    return found.x, -found.fun


def ratio_linear(V):
    """Straight line through (0, M0) and (Vh, M0/2)."""
    return M0 + (M0 / 2 - M0) / Vh * V


def resistance_AP(V):
    return R_P / (1 - ratio_linear(V))


def current_signal(V):
    """Difference of the two currents at fixed voltage."""
    return V / R_P - V / resistance_AP(V)


low, high = 1e-3, 2 * Vh * 0.999

# Fixed voltage: maximum found from the two currents.
V_peak, S_peak = find_peak(current_signal, low, high)
S_half = current_signal(Vh / 2)
kept = S_half / S_peak
assert abs(V_peak - Vh) < 1e-6
assert abs(S_peak - M0 * Vh / (2 * R_P)) < 1e-10
assert abs(kept - 0.75) < 1e-9
for fraction in (0.1, 0.3, 0.8, 1.4, 1.9):
    direct = current_signal(fraction * Vh) / S_peak
    assert abs(direct - (1 - (1 - fraction) ** 2)) < 1e-9


# Fixed current: solve the nonlinear junction for its antiparallel voltage.
def voltage_AP(current):
    return brentq(lambda V: V / resistance_AP(V) - current, 0, 2 * Vh,
                  xtol=1e-14)


def voltage_signal(current):
    return voltage_AP(current) - current * R_P


I_peak, U_peak = find_peak(voltage_signal, 1e-5, 0.999 * 2 * Vh / R_P)
I_half = (Vh / 2) / resistance_AP(Vh / 2)
assert abs(voltage_AP(I_peak) - Vh) < 1e-4
assert abs(voltage_signal(I_half) / U_peak - 0.75) < 1e-8


# The common ratio T falls linearly instead of M.
def common_ratio_signal(V, T0):
    R_antiparallel = R_P * (1 + T0 + (T0 / 2 - T0) / Vh * V)
    return V / R_P - V / R_antiparallel


for T_test in (0.01, 0.3, 1.0, 3.0):
    V_test, S_test = find_peak(lambda V: common_ratio_signal(V, T_test),
                               low, high)
    s = np.sqrt(1 + T_test)
    assert abs(V_test - 2 * Vh * s / (1 + s)) < 1e-5
    assert abs(S_test * R_P - 2 * Vh * (s - 1) / (s + 1)) < 1e-9
T0 = M0 / (1 - M0)
V_common, S_common = find_peak(lambda V: common_ratio_signal(V, T0),
                               low, high)
kept_common = common_ratio_signal(Vh / 2, T0) / S_common

# Curved laws that also halve at Vh.
curved_laws = {
    "parabola": lambda V: M0 * (1 - V**2 / (2 * Vh**2)),
    "Lorentzian": lambda V: M0 / (1 + (V / Vh) ** 2),
}
curved_results = {}
for name, law in curved_laws.items():
    assert abs(law(Vh) / law(0) - 0.5) < 1e-12
    V_c, S_c = find_peak(lambda V: V * law(V), low, high)
    curved_results[name] = (V_c, (Vh / 2) * law(Vh / 2) / S_c)

# Tunnel conductance from WKB through a tilted barrier, at zero temperature.
# Energies in eV from the emitter Fermi level; common factors drop out.
wave_factor = np.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar


def barrier_action(E, V, height):
    upper = height - E
    lower = max(height - E - V, 0.0)
    return (4 / 3) * wave_factor * thickness * (upper**1.5 - lower**1.5) / V


action_direct = 2 * wave_factor * thickness * quad(
    lambda x: np.sqrt(3.0 + 0.2 - 0.5 * x), 0, 1)[0]
assert abs(action_direct - barrier_action(-0.2, 0.5, 3.0)) < 1e-8


def chord_conductance(V, height):
    offset = 2 * wave_factor * thickness * np.sqrt(height)

    def integrand(E):
        supply = min(V, -E)
        return supply * np.exp(offset - barrier_action(E, V, height))

    deep = quad(integrand, -5, -V, epsabs=0, epsrel=1e-8)[0]
    window = quad(integrand, -V, 0, epsabs=0, epsrel=1e-8)[0]
    return (deep + window) / V


barrier_results = {}
for height in (3.0, 1.0):
    g0 = chord_conductance(1e-3, height)

    def barrier_signal(V):
        return current_signal(V) * chord_conductance(V, height) / g0

    V_b, S_b = find_peak(barrier_signal, 0.01, high, points=51)
    growth = chord_conductance(Vh, height) / g0 - 1
    assert growth > 0 and V_b > Vh
    barrier_results[height] = (growth, V_b, barrier_signal(Vh / 2) / S_b)


# Noise of the parallel-state current, in A^2/Hz.
def white_noise(V):
    x = const.e * V / (2 * const.k * temperature)
    return 2 * const.e * (V / R_P) / np.tanh(x)


def flicker_noise(V, frequency):
    return hooge * (V / R_P) ** 2 / (area * frequency)


def signal_to_noise(V, frequency):
    total = white_noise(V) + flicker_noise(V, frequency)
    return current_signal(V) / np.sqrt(total)


V_shot, _ = find_peak(
    lambda V: current_signal(V) / np.sqrt(2 * const.e * V / R_P), low, high)
assert abs(V_shot - 2 * Vh / 3) < 1e-6
thermal_limit = 4 * const.k * temperature / R_P
assert abs(white_noise(1e-5) / thermal_limit - 1) < 1e-6
noise_results = {}
for frequency in (10.0, 1e7):
    V_n, _ = find_peak(lambda V: signal_to_noise(V, frequency), low, high,
                       points=401)
    gain = signal_to_noise(Vh / 2, frequency) / signal_to_noise(Vh, frequency)
    noise_results[frequency] = (V_n, gain)
flicker_gain = ((current_signal(Vh / 2) / np.sqrt(flicker_noise(Vh / 2, 10)))
                / (current_signal(Vh) / np.sqrt(flicker_noise(Vh, 10))))
assert abs(flicker_gain - ratio_linear(Vh / 2) / ratio_linear(Vh)) < 1e-9
corner = flicker_noise(Vh, 1.0) / white_noise(Vh)


def field(V):
    return V / thickness / 1e8          # MV/cm


def power(V):
    return V**2 / R_P * 1e3             # mW, parallel state


def heating(V):
    flux = V**2 / (RA * 1e-12)          # W/m^2
    return flux * oxide_thickness / oxide_conductivity


print("INPUTS (rough typical values)")
print(f"M0 = {M0:.2f}; common ratio T0 = {T0:.2f}")
print(f"halving voltage Vh = {Vh:.2f} V")
print(f"barrier thickness = {thickness*1e9:.1f} nm")
print(f"resistance-area product = {RA/1e3:.0f} kohm um^2")
print(f"area = {area:.0f} um^2; R_P = {R_P:.0f} ohm")
print(f"temperature = {temperature:.0f} K")
print("MAIN RESULT")
print(f"signal peak, fixed voltage: V = {V_peak:.4f} V")
print(f"signal peak, fixed current: V_AP = {voltage_AP(I_peak):.4f} V")
print(f"  current there = {I_peak*1e3:.3f} mA")
print(f"  voltage signal there = {U_peak*1e3:.2f} mV")
for V in (Vh, Vh / 2):
    print(f"at V = {V:.2f} V: M = {ratio_linear(V):.4f}")
    print(f"  current signal = {current_signal(V)*1e3:.4f} mA")
    print(f"  field = {field(V):.2f} MV/cm")
    print(f"  parallel-state power = {power(V):.3f} mW")
    print(f"  self-heating = {heating(V):.2f} K")
print(f"signal kept at Vh/2 = {100*kept:.2f} %")
print(f"signal loss = {100*(1-kept):.2f} %")
print(f"amplitude change = {20*np.log10(kept):.2f} dB")
print("NEGLECTED EFFECTS")
print(f"rough breakdown field = {breakdown_field:.0f} MV/cm")
print(f"field at Vh / breakdown = {field(Vh)/breakdown_field:.2f}")
print(f"oxide: {oxide_thickness*1e9:.0f} nm, "
      f"{oxide_conductivity:.1f} W/(m K)")
print(f"T linear: peak {V_common:.3f} V, "
      f"kept at Vh/2 {100*kept_common:.1f} %")
for name, (V_c, kept_c) in curved_results.items():
    print(f"{name}: peak {V_c:.3f} V, kept at Vh/2 {100*kept_c:.1f} %")
print(f"tunnelling mass = {mass_ratio:.1f} electron masses")
for height, (growth, V_b, kept_b) in barrier_results.items():
    print(f"barrier {height:.1f} eV: conductance growth at Vh "
          f"{100*growth:.1f} %")
    print(f"  peak {V_b:.3f} V, kept at Vh/2 {100*kept_b:.1f} %")
print(f"1/f noise strength = {hooge:.0e} um^2")
print(f"1/f corner at Vh = {corner/1e3:.0f} kHz")
print(f"pure shot noise: best signal/noise at {V_shot:.4f} V")
for frequency, (V_n, gain) in noise_results.items():
    print(f"at {frequency:.0f} Hz: best signal/noise at {V_n:.3f} V")
    print(f"  signal/noise at Vh/2 over that at Vh = {gain:.3f}")
print("checks complete")
```

Printed output:

```
INPUTS (rough typical values)
M0 = 0.50; common ratio T0 = 1.00
halving voltage Vh = 0.50 V
barrier thickness = 1.5 nm
resistance-area product = 10 kohm um^2
area = 100 um^2; R_P = 100 ohm
temperature = 300 K
MAIN RESULT
signal peak, fixed voltage: V = 0.5000 V
signal peak, fixed current: V_AP = 0.5000 V
  current there = 3.750 mA
  voltage signal there = 125.00 mV
at V = 0.50 V: M = 0.2500
  current signal = 1.2500 mA
  field = 3.33 MV/cm
  parallel-state power = 2.500 mW
  self-heating = 1.79 K
at V = 0.25 V: M = 0.3750
  current signal = 0.9375 mA
  field = 1.67 MV/cm
  parallel-state power = 0.625 mW
  self-heating = 0.45 K
signal kept at Vh/2 = 75.00 %
signal loss = 25.00 %
amplitude change = -2.50 dB
NEGLECTED EFFECTS
rough breakdown field = 10 MV/cm
field at Vh / breakdown = 0.33
oxide: 100 nm, 1.4 W/(m K)
T linear: peak 0.586 V, kept at Vh/2 62.4 %
parabola: peak 0.408 V, kept at Vh/2 80.4 %
Lorentzian: peak 0.500 V, kept at Vh/2 80.0 %
tunnelling mass = 0.4 electron masses
barrier 3.0 eV: conductance growth at Vh 8.4 %
  peak 0.543 V, kept at Vh/2 70.1 %
barrier 1.0 eV: conductance growth at Vh 27.6 %
  peak 0.647 V, kept at Vh/2 57.9 %
1/f noise strength = 1e-09 um^2
1/f corner at Vh = 156 kHz
pure shot noise: best signal/noise at 0.3333 V
at 10 Hz: best signal/noise at 0.012 V
  signal/noise at Vh/2 over that at Vh = 1.500
at 10000000 Hz: best signal/noise at 0.331 V
  signal/noise at Vh/2 over that at Vh = 1.065
checks complete
```
